# The reducible self-energy correction and its ultraviolet cancellation against the vertex

Add a constant \(c\) to the potential that binds an electron. The eigenfunctions of the Dirac Hamiltonian stay the same and every level moves by \(c\), so the radiative shift of a level cannot change. The self-energy operator \(\mathcal S(E)\) contains the Hamiltonian only through \(E-H\), so it becomes \(\mathcal S(E-c)\), and inserting \(c\) inside the photon loop gives \(-c\,\langle a|\partial_E\mathcal S|a\rangle\). A constant has no matrix element between different states, so no change of the wave function can compensate this. A further term \(+c\,\langle a|\partial_E\mathcal S|a\rangle\) must exist. For a general static perturbation \(\delta V\), a term in which the electron is back in \(|a\rangle\) between the perturbation and the loop sees only \(V_{aa}=\langle a|\delta V|a\rangle\), which suggests the form \(V_{aa}\langle a|\partial_E\mathcal S|a\rangle\). Since \(\partial_E\mathcal S\) is dimensionless, its dependence on a cutoff \(\Lambda\) is expected to be logarithmic, and for a constant \(\delta V\) the logarithm must cancel against the insertion in the loop.

## Conventions and statement

Units are \(\hbar=c=m=1\), \(e^2=4\pi\alpha\), metric \((+,-,-,-)\), Feynman gauge. In the Furry picture the electron field is expanded in eigenstates of \(H_0=\boldsymbol\alpha\cdot\mathbf p+\beta+V_C\), \(H_0|n\rangle=\varepsilon_n|n\rangle\). The perturbed Hamiltonian is \(H_\lambda=H_0+\lambda\,\delta V\). Closed fermion loops are excluded. The state \(|a\rangle\) is the lowest bound level, degenerate at most in magnetic substates, among which \(\delta V\) is diagonalized; rotational symmetry makes \(\mathcal S\) proportional to the unit matrix among them.

For a free electron with \(S(p)=(\not p-1)^{-1}\) the Feynman rules give \(-i\Sigma=(-ie)^2\int\gamma^\sigma\, iS\,\gamma_\sigma\,(-i)/k^2\). With \((-ie)^2=-e^2\) and \(i(-i)=1\),
\[
\Sigma(p)=-ie^2\int\frac{d^4k}{(2\pi)^4}\,\gamma^\sigma S(p-k)\gamma_\sigma\,\frac1{k^2}.
\]
Because \(\not p-1=\gamma^0(p_0-\boldsymbol\alpha\cdot\mathbf p-\beta)\), the propagator is \(S=R\gamma^0\) with the resolvent \(R\). In the field, \(R_\lambda(E)=(E-H_\lambda)^{-1}\), with positive-energy poles below and negative-energy poles above the real axis. With \(\alpha^\sigma=\gamma^0\gamma^\sigma\), the operator \(\mathcal S=\gamma^0(\Sigma-\delta m)\) is
\[
\mathcal S_\lambda(E)=-ie^2\int\frac{d\omega}{2\pi}\int\frac{d^3k}{(2\pi)^3}\,D(\omega,\mathbf k)\,\alpha^\sigma e^{i\mathbf k\cdot\mathbf x}R_\lambda(E-\omega)\,\alpha_\sigma e^{-i\mathbf k\cdot\mathbf x}-\beta\,\delta m .
\]
The photon function \(D=(k^2-\mu^2+i0)^{-1}-(k^2-\Lambda^2+i0)^{-1}\) carries a small mass \(\mu\) and a Pauli–Villars (PV) mass \(\Lambda\); \(\delta m\) is the on-shell free \(\Sigma\), independent of \(E\) and \(\lambda\). Differentiating \((E-H_\lambda)R_\lambda=1\) gives
\[
\partial_\lambda R=R\,\delta V R,\qquad \partial_E R=-RR .
\]
Write \(\mathcal S=\mathcal S_0\), \(\mathcal S'=\partial_E\mathcal S\), and \(\mathcal V=\partial_\lambda\mathcal S_\lambda|_{\lambda=0}\), the loop with \(\delta V\) inside. The statement is that the shift of order \(\alpha\lambda\) is the sum of
\[
\text{irr}=2\,\mathrm{Re}\sum_{n\ne a}\frac{V_{an}\mathcal S_{na}(\varepsilon_a)}{\varepsilon_a-\varepsilon_n},\quad
\text{ver}=\mathcal V_{aa}(\varepsilon_a),\quad
\text{red}=V_{aa}\,\mathcal S'_{aa}(\varepsilon_a),
\]
and that, with \(L=(\alpha/4\pi)\ln\Lambda^2\), the divergent parts are \(-LV_{aa}\) in red and \(+LV_{aa}\) in ver, provided \(\delta V=e\gamma^0\gamma^\mu A_\mu\) is an electromagnetic coupling.

## First derivation: contour integrals and explicit loops

**The level shift.** Let \(g(E)=\langle a|G(E)|a\rangle\), where \(G=[E-H_0-\lambda\delta V-\mathcal S_\lambda(E)]^{-1}\) is the full propagator given by the Dyson equation. Inserting exact states between the two field operators shows that \(g\) has a simple pole at the exact energy \(E_a\), and that electron-plus-photon states form a cut starting a distance \(\mu\) higher. Inside a circle about \(\varepsilon_a\) of radius below \(\mu\) and below the distance to the next level, \(g=A/(E-E_a)+\text{regular}\). Let \(z=E-\varepsilon_a\), and let \(\oint\) include \(dE/2\pi i\). Then \(\oint zg=A\,\Delta E\) and \(\oint g=A\). The unperturbed \(g_0=1/z\) contributes 0 to the first and 1 to the second, so with \(\Delta g=g-g_0\)
\[
\Delta E=\frac{\oint z\,\Delta g}{1+\oint\Delta g}.
\]
Split \(\Delta g=g_V+g_S+g_{VS}+\dots\) into orders \(\lambda\), \(\alpha\), \(\alpha\lambda\). Expanding the denominator,
\[
\Delta E_{VS}=\oint z g_{VS}-\oint z g_V\oint g_S-\oint z g_S\oint g_V .
\]
With \(G_0=R_0(E)\) and \(G_0|a\rangle=|a\rangle/z\), the first-order terms are \(g_V=V_{aa}/z^2\) and \(g_S=\mathcal S_{aa}(E)/z^2\). The operator \(\mathcal S(E)\) is analytic and Hermitian-analytic inside the circle, \(\mathcal S_{aa}(E)=\mathcal S_{aa}+z\mathcal S'_{aa}+\dots\), so the residues are
\[
\oint zg_V=V_{aa},\quad \oint g_V=0,\quad \oint zg_S=\mathcal S_{aa},\quad \oint g_S=\mathcal S'_{aa}.
\]
The two product terms give \(-V_{aa}\mathcal S'_{aa}\). The mixed order of the Dyson series is \(G_0(\delta V G_0\mathcal S+\mathcal S G_0\delta V+\mathcal V)G_0\). Inserting \(G_0=\sum_n|n\rangle\langle n|/(E-\varepsilon_n)\) in the middle,
\[
z g_{VS}=\frac1z\sum_{n\ne a}\frac{V_{an}\mathcal S_{na}+\mathcal S_{an}V_{na}}{E-\varepsilon_n}+\frac{\mathcal V_{aa}(E)}{z}+\frac{2V_{aa}\mathcal S_{aa}(E)}{z^2}.
\]
Substates degenerate with \(a\) drop out of the sum because \(V_{an}=0\) for them. The first term has a simple pole whose residue is irr, the two orderings being complex conjugates at real \(E\). The second gives ver. The third, the reducible diagrams in which the electron returns to \(|a\rangle\), has a double pole with residue \(2V_{aa}\mathcal S'_{aa}\). Adding the product terms,
\[
\text{red}=2V_{aa}\mathcal S'_{aa}-V_{aa}\mathcal S'_{aa}=V_{aa}\mathcal S'_{aa}(\varepsilon_a).
\]
The diagrams alone give twice the result; the change of the residue \(A\) removes half. The counterterm \(\delta m\) does not survive the derivative.

**Where the divergences sit.** Expand \(R_0\) inside the loop in powers of \(V_C\). A term with \(j\) free propagators behaves as \(\int d^4k\,k^{-2-j}\) at fixed external momenta, with degree \(2-j\). Both \(\partial_E\) and \(\delta V\) add one propagator. In red and ver the terms without \(V_C\) have \(j=2\) and diverge logarithmically; terms with \(V_C\) have \(j\ge3\) and converge. The divergences are therefore those of \(\partial\Sigma/\partial p_0\) and of the free vertex
\[
\Gamma^\mu(p',p)=-ie^2\int\frac{d^4k}{(2\pi)^4}\gamma^\sigma S(p'-k)\gamma^\mu S(p-k)\gamma_\sigma D(k),
\]
whose sign follows from \(\gamma^0\cdot\alpha^\sigma R\,\delta V R\,\alpha_\sigma=\gamma^\sigma S\,(\gamma^0\delta V)\,S\gamma_\sigma\) and \(\gamma^0\delta V=e\gamma^\mu A_\mu\). This counting assumes that the remaining integrals over bound-state momenta converge, which has to be checked for a \(\delta V\) that is strongly singular at a point nucleus and cannot hold when \(V_{aa}\) itself does not exist.

**Loop integrals.** The rotation \(l^0=il^4\) gives \(l^2=-t\) and \(\int d^4l/(2\pi)^4=(i/16\pi^2)\int t\,dt\). Up to a large \(t=T\), \(\int t\,dt/(t+\Delta)^2=\ln(T/\Delta)-1\), \(\int t^2dt/(t+\Delta)^3=\ln(T/\Delta)-\tfrac32\) and \(\int t\,dt/(t+\Delta)^3=1/2\Delta\). In the PV difference \(T\) and the constants cancel: \((l^2-\Delta)^{-2}\) and \(l^2(l^2-\Delta)^{-3}\) both give \((i/16\pi^2)\ln(\Delta_\Lambda/\Delta_0)\), and \((l^2-\Delta)^{-3}\) gives \(-(i/32\pi^2)(1/\Delta_0-1/\Delta_\Lambda)\). For bound-state momenta \(p_0=\varepsilon_a<1\), so \(p^2<1\) and \(\mu=0\) is allowed in these free loops.

For \(\Sigma\), weight the photon denominator (mass \(M\)) by \(x\) and the electron one by \(1-x\). Completing the square with \(l=k-(1-x)p\) gives \(l^2-\Delta_M\), where \(\Delta_M=(1-x)^2p^2+(1-x)(1-p^2)+xM^2=(1-x)(1-xp^2)+xM^2\). Then \(p-k=xp-l\), the odd term in \(l\) vanishes (the shift is allowed because the PV difference converges), and \(\gamma^\sigma(x\not p+1)\gamma_\sigma=4-2x\not p\). With \(-ie^2\cdot i/16\pi^2=\alpha/4\pi\),
\[
\Sigma=\frac{\alpha}{4\pi}\int_0^1dx\,(4-2x\not p)\ln\frac{\Delta_\Lambda}{\Delta_0}.
\]
Using \(\partial\Delta_M/\partial p_0=-2x(1-x)p_0\),
\[
\frac{\partial\Sigma}{\partial p_0}=\frac{\alpha}{4\pi}\int_0^1dx\Big[-2x\gamma^0\ln\frac{\Delta_\Lambda}{\Delta_0}+(4-2x\not p)\,2x(1-x)p_0\Big(\frac1{\Delta_0}-\frac1{\Delta_\Lambda}\Big)\Big].
\]
For large \(\Lambda\), \(\ln\Delta_\Lambda\to\ln\Lambda^2+\ln x\), and \(\int2x\,dx=1\), so \(\Sigma\to L(4-\not p)\), \(\delta m\to3L\) and \(\partial\Sigma/\partial p_0\to-L\gamma^0\). Since \(\langle a|\gamma^0\gamma^0|a\rangle=1\), red diverges as \(-LV_{aa}\).

For the vertex, use \(1/D_1D_2D_3=2\int dx\,dy\,(xD_1+yD_2+wD_3)^{-3}\) over \(x,y,w=1-x-y\ge0\), with \(x\) for \(p'\), \(y\) for \(p\), \(w\) for the photon. With \(P=xp'+yp\) and \(l=k-P\),
\[
\Delta_M=P^2+x(1-p'^2)+y(1-p^2)+wM^2 .
\]
The numerator is \(\gamma^\sigma(\not u-\not l+1)\gamma^\mu(\not v-\not l+1)\gamma_\sigma\), with \(u=p'-P\), \(v=p-P\). The contractions \(\gamma^\sigma\gamma^\mu\gamma_\sigma=-2\gamma^\mu\), \(\gamma^\sigma\gamma^\mu\gamma^\nu\gamma_\sigma=4g^{\mu\nu}\), \(\gamma^\sigma\not u\gamma^\mu\not v\gamma_\sigma=-2\not v\gamma^\mu\not u\) give the \(l\)-independent part
\[
N^\mu=-2\not v\gamma^\mu\not u+4(u+v)^\mu-2\gamma^\mu .
\]
In the quadratic part \(l^\alpha l^\beta\to l^2g^{\alpha\beta}/4\), and two contractions give \(\tfrac14(-2)(-2)\,l^2\gamma^\mu=l^2\gamma^\mu\). Hence
\[
\Gamma^\mu=\frac{\alpha}{4\pi}\int dx\,dy\Big[2\gamma^\mu\ln\frac{\Delta_\Lambda}{\Delta_0}-N^\mu\Big(\frac1{\Delta_0}-\frac1{\Delta_\Lambda}\Big)\Big].
\]
The triangle has area \(\tfrac12\), so \(\Gamma^\mu\to L\gamma^\mu\), independent of \(p\) and \(p'\). Then ver \(\to L\langle a|e\gamma^0\gamma^\mu A_\mu|a\rangle=+LV_{aa}\), which cancels the divergence of red.

The irreducible part is finite by itself. The zero-potential term gives \(\gamma^0[L(4-\not p)-3L]=-L(E-\boldsymbol\alpha\cdot\mathbf p-\beta)\), the one-potential term gives \(+LV_C\) by the vertex result, and together \(\mathcal S_{\rm div}=-L(E-H_0)\), which annihilates \(|a\rangle\) at \(E=\varepsilon_a\).

**Failure for a scalar coupling.** For \(\delta V=\beta\phi(\mathbf x)\), \(\gamma^0\delta V=\phi\) and \(\gamma^\mu\) is replaced by 1. The quadratic numerator is \(\gamma^\sigma\not l\not l\gamma_\sigma=4l^2\), so ver \(\to4LV_{aa}\) while red is still \(-LV_{aa}\). The remainder \(3LV_{aa}\) is mass renormalization: \(\phi\) shifts \(m\), and \(\delta m=3Lm\) shifts by \(3L\phi\). It needs a counterterm.

**Independence of the regulator.** In PV the large-\(\Lambda\) constants, in units \(\alpha/4\pi\), are \(-2\int x\ln x\,dx=+\tfrac12\) times \(\gamma^0\) in \(\partial\Sigma/\partial p_0\), and \(2\int(1-w)\ln w\,dw=2(-1+\tfrac14)=-\tfrac32\) times \(\gamma^\mu\) in the vertex; the \(1/\Delta_\Lambda\) terms vanish. In \(d=4-2\epsilon\), writing \(1/B^2=\int_0^\infty s\,e^{-sB}ds\) and doing the Gaussian integral gives \(\int d^dl_E(2\pi)^{-d}(l_E^2+\Delta)^{-2}=\Gamma(\epsilon)\Delta^{-\epsilon}(4\pi)^{-d/2}\), that is \((1/\bar\epsilon-\ln\Delta)/16\pi^2\) with \(1/\bar\epsilon=1/\epsilon-\gamma_E+\ln4\pi\). Now \(\gamma^\sigma\gamma_\sigma=d\) and \(\gamma^\sigma\gamma^\mu\gamma_\sigma=-(d-2)\gamma^\mu\), so the numerator of \(\Sigma\) gains \(2\epsilon(x\not p-1)\), which with the pole leaves \(\not p-2\) and so \(+\gamma^0\) in the derivative. In the vertex the quadratic factor is \((d-2)^2/d=1-\tfrac32\epsilon\), and \(l^2=(l^2-\Delta)+\Delta\) adds \(-\tfrac12\), so the constant is \(-2\gamma^\mu\). The terms in \(\ln\Delta_0\) and \(1/\Delta_0\) are common to both schemes. The constants sum to \(\tfrac12-\tfrac32=-1\) and \(1-2=-1\). In units \((\alpha/4\pi)V_{aa}\), with DR the finite part in dimensional regularization,
\[
\text{red}_{PV}+\ln\Lambda^2\to\text{red}_{DR}-\tfrac12,\qquad \text{ver}_{PV}-\ln\Lambda^2\to\text{ver}_{DR}+\tfrac12 .
\]
The sum is the same in the two schemes; the separate finite parts are not.

## Second derivation: differentiating the shift, and the Ward identity

Put \(\lambda\,\delta V\) into the Furry potential from the start, with \(H_\lambda|a_\lambda\rangle=\varepsilon_\lambda|a_\lambda\rangle\). To first order in \(\alpha\) and to all orders in \(\lambda\), the pole of \([E-H_\lambda-\mathcal S_\lambda(E)]^{-1}\) is displaced from \(\varepsilon_\lambda\) by
\[
F(\lambda)=\langle a_\lambda|\mathcal S_\lambda(\varepsilon_\lambda)|a_\lambda\rangle,
\]
by first-order perturbation theory for the small operator \(\mathcal S\); replacing its argument by the shifted energy is of order \(\alpha^2\). The term of order \(\alpha\lambda\) is \(F'(0)\). Differentiating the eigenvalue equation gives \((H_0-\varepsilon_a)|\delta a\rangle=(\varepsilon'-\delta V)|a\rangle\). Projection on \(\langle a|\) gives \(\varepsilon'=V_{aa}\). Projection on \(\langle n|\) with \(\varepsilon_n\ne\varepsilon_a\) gives \(\langle n|\delta a\rangle=V_{na}/(\varepsilon_a-\varepsilon_n)\). Components along degenerate substates \(a'\) are not fixed at this order, but they drop out below because \(\mathcal S_{aa'}=0\). Fixed norm and phase give \(\langle a|\delta a\rangle=0\). The parameter \(\lambda\) enters \(F\) through the two wave functions, the operator and the energy argument:
\[
F'(0)=2\,\mathrm{Re}\langle a|\mathcal S|\delta a\rangle+\langle a|\partial_\lambda\mathcal S|a\rangle+\varepsilon'\langle a|\partial_E\mathcal S|a\rangle=\text{irr}+\text{ver}+\text{red}.
\]
The reducible term is the first-order change of the self-energy when its energy argument follows the level moved by \(\delta V\). The two resolvent identities join the last two terms into one loop:
\[
\text{ver}+\text{red}=-ie^2\!\int\!\frac{d\omega\,d^3k}{(2\pi)^4}D\,\langle a|\alpha^\sigma e^{i\mathbf k\cdot\mathbf x}R\,(\delta V-V_{aa})\,R\,\alpha_\sigma e^{-i\mathbf k\cdot\mathbf x}|a\rangle,
\]
with \(R=R_0(\varepsilon_a-\omega)\). It vanishes for constant \(\delta V\), as the opening argument requires.

The ultraviolet part needs no integral. By the power counting above only the free loops diverge. A derivative of \(\Gamma^\mu\) with respect to an external momentum adds a propagator and converges, so the divergent part of \(\Gamma^\mu\) is independent of momenta, and covariance makes it \(c_VL\gamma^\mu\) (parity excludes \(\gamma^\mu\gamma^5\)). Two derivatives of \(\Sigma\) converge, so its divergent part is \(L(c_m-c_p\not p)\). Since \(\not p'-\not p=S^{-1}(p'-k)-S^{-1}(p-k)\),
\[
S(p'-k)(\not p'-\not p)S(p-k)=S(p-k)-S(p'-k),
\]
and integration with the same \(D(k)\) yields the Ward–Takahashi identity
\[
(p'-p)_\mu\Gamma^\mu(p',p)=\Sigma(p)-\Sigma(p').
\]
Its divergent part reads \(c_V(\not p'-\not p)=c_p(\not p'-\not p)\), so \(c_V=c_p\). Then ver \(\to c_VLV_{aa}\), red \(\to-c_pLV_{aa}\), and the sum vanishes whatever the common value is. A scalar insertion obeys \(\partial S/\partial m=SS\), which ties it to \(c_m\), and nothing forces \(c_m=c_p\).

**Infrared part.** Keep \(|a\rangle\langle a|/(-\omega+i0)\) from both resolvents. In the combined loop this term contains \(\langle a|\delta V-V_{aa}|a\rangle=0\). Separately each piece diverges. With \(\omega_k=\sqrt{\mathbf k^2+\mu^2}\), closing the contour below picks only the photon pole, \(\int\frac{d\omega}{2\pi}(\omega-i0)^{-2}(\omega^2-\omega_k^2+i0)^{-1}=-i/2\omega_k^3\). As \(\mathbf k\to0\) the end factors tend to \(\langle a|a\rangle^2-|\langle a|\boldsymbol\alpha|a\rangle|^2=1\), the second term vanishing by parity. So ver contains \(-e^2V_{aa}\int d^3k/[(2\pi)^32\omega_k^3]=-(\alpha/\pi)V_{aa}\int k^2dk/\omega_k^3\), which diverges as \(-(\alpha/\pi)V_{aa}\ln(1/\mu)\), and red contains the opposite. Other magnetic substates \(a'\) enter with \(\langle a|\alpha^\sigma e^{i\mathbf k\cdot\mathbf x}|a'\rangle\to0\) at small \(\mathbf k\); they can leave a finite remainder but no logarithm. The limit \(\mu\to0\) exists for the sum only.

## What each derivation assumes

The first derivation needs an isolated simple pole of \(g\), hence \(\mu>0\) during the contour integration, and analyticity of \(\mathcal S(E)\) in the circle. For an excited state that can radiate, the cut from lower levels runs through \(\varepsilon_a\), and the argument must be redone on the continuation of \(\mathcal S\). In return it shows which diagrams produce the derivative, with the weights \(2-1\), and it treats \(\delta V\) and \(\mathcal S\) on the same footing, so the contour formula can also be used for an energy-dependent \(\delta V(E)\); then \(\oint g_V=V'_{aa}\ne0\) and the reducible term gains \(V'_{aa}\mathcal S_{aa}\). Its loop integrals deliver \(c_V=c_p=1\), \(c_m=4\) and the finite parts.

The second derivation needs \(\delta V\) to be a static one-body operator that can be placed in \(H_\lambda\), a level and state differentiable in \(\lambda\) (which excludes degeneracies mixed by \(\delta V\) or by \(\mathcal S\) beyond the case allowed above), and no level crossing between the positive and negative spectra. It identifies red as the remaining term of a chain rule and never displays a reducible diagram. Its ultraviolet step requires a covariant regulator that leaves the identity between the two electron propagators intact, as PV on the photon line and dimensional regularization do. A truncation of intermediate electron states in angular momentum is not covariant and is not covered. Both derivations share the Dyson equation at one loop and the power counting.

## Example: 1s state of hydrogen-like gadolinium

Take Gd\(^{63+}\), \(Z=64\), point nucleus, and \(\delta V=-\alpha/r\), one more proton. With \(1/\alpha=137.035999\), \(\kappa\equiv Z\alpha=0.467031\) and \(\gamma=\sqrt{1-\kappa^2}=0.884241\). The state is \(\psi=(g\chi,\;ih\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi)/\sqrt{4\pi}\), with \(g,h=\mathcal N\sqrt{1\pm\gamma}\,r^{\gamma-1}e^{-\kappa r}\) and \(\mathcal N^2=(2\kappa)^{2\gamma+1}/2\Gamma(2\gamma+1)\). It satisfies \(-g'=(\varepsilon+1+\kappa/r)h\) and \(h'+2h/r=(\varepsilon-1+\kappa/r)g\) with \(\varepsilon_a=\gamma\), as follows from \(h/g=\kappa/(1+\gamma)=(1-\gamma)/\kappa\). The ratio \(\int r^{2\gamma-1}e^{-2\kappa r}dr/\int r^{2\gamma}e^{-2\kappa r}dr=\kappa/\gamma\) gives
\[
V_{aa}=-\frac{0.467031}{137.036\times0.884241}=-3.85425\times10^{-3}\,mc^2=-72.378\ \text{hartree},
\]
with \(mc^2=\alpha^{-2}\) hartree. All numbers in this section belong to the point nucleus. For a uniformly charged nucleus of rms radius 5.16 fm the 1s level lies about 10 eV higher, and \(V_{aa}\), taken as \(d\varepsilon_a/dZ\) at fixed radius, is \(-72.34\) hartree, a relative change of \(5\times10^{-4}\). The unit of the loop terms is \((\alpha/4\pi)V_{aa}=-2.23818\times10^{-6}\,mc^2\).

The plane-wave expansion gives \(\psi(\mathbf p)=(G\chi,\;F\boldsymbol\sigma\cdot\hat{\mathbf p}\chi)/\sqrt{4\pi}\), with \(G=4\pi\int r^2j_0(pr)g\,dr\) and \(F=4\pi\int r^2j_1(pr)h\,dr\), the factor \(-i\) of the \(l=1\) wave cancelling the \(i\). Both are elementary through \(\int_0^\infty r^{s-1}e^{-(\kappa-ip)r}dr=\Gamma(s)(\kappa-ip)^{-s}\). The zero-potential terms, with \(p_0=p_0'=\varepsilon_a\), are
\[
\text{red}^{(0)}=V_{aa}\!\int\!\frac{d^3p}{(2\pi)^3}\bar\psi\frac{\partial\Sigma}{\partial p_0}\psi,\quad
\text{ver}^{(0)}=\int\!\frac{d^3p\,d^3p'}{(2\pi)^6}\Big(\!-\frac{4\pi\alpha}{q^2}\Big)\bar\psi(\mathbf p')\Gamma^0\psi(\mathbf p),
\]
with \(q=|\mathbf p-\mathbf p'|\). After averaging over the two spin projections the integrand depends on \(p,p',q\) only, and \(q\,dq=-pp'\,d\cos\theta\) turns the measure into \(8\pi^2pp'q\,dp\,dp'dq\). The integrals were done by Gauss–Legendre quadrature in \(\ln p\), \(\ln(p/p')\), \(\ln q\) and tanh–sinh quadrature in the Feynman parameters. With \(\Gamma^0\) replaced by \(\gamma^0\) the same quadrature gives \(-3.854252\times10^{-3}\,mc^2\) against the analytic \(-3.854250\times10^{-3}\,mc^2\), a relative difference of about \(5\times10^{-7}\). In units \((\alpha/4\pi)V_{aa}\), with \(\Lambda\) in units of \(m\):

| \(\Lambda\) | \(\ln\Lambda^2\) | red\(^{(0)}\) | ver\(^{(0)}\) | sum |
|---|---|---|---|---|
| 10 | 4.6052 | −2.0390 | 1.9208 | −0.1182 |
| 100 | 9.2103 | −6.6107 | 6.4569 | −0.1538 |
| 300 | 11.4076 | −8.8076 | 8.6529 | −0.1547 |
| 1000 | 13.8155 | −11.2155 | 11.0606 | −0.1549 |

Between the last two rows \(\ln\Lambda^2\) grows by 2.4079, and the slopes are \(-2.4079/2.4079=-1.0000\) and \(2.4077/2.4079=0.9999\). The dimensional finite parts, by the same quadrature, are \(3.1000\) and \(-3.2549\), with sum \(-0.1549\). At \(\Lambda=1000\), \(-11.2155+13.8155=2.6000=3.1000-\tfrac12\) and \(11.0606-13.8155=-2.7549=-3.2549+\tfrac12\), the offsets derived above. The sum differs from its limit by 0.0367 at \(\Lambda=10\) and by 0.0011 at \(\Lambda=100\), a fall by about 30 where a pure \(\Lambda^{-2}\) law would give 100. The law of this approach is not derived here.

The quadrature also gives \(\int\bar\psi(\not p-1)\psi\,d^3p/(2\pi)^3=-0.246672\,mc^2=64\,V_{aa}=\langle V_C\rangle\), the statement \(\langle a|\varepsilon_a-H_0|a\rangle=0\) that removes the logarithm from the diagonal element of \(\mathcal S\).

At \(\Lambda=1000\) the two terms are \(2.5102\times10^{-5}\,mc^2\) and \(-2.4756\times10^{-5}\,mc^2\). The limit of their sum is
\[
\text{red}^{(0)}+\text{ver}^{(0)}=(-0.1549)(-2.23818\times10^{-6})=3.467\times10^{-7}\,mc^2=0.0065\ \text{hartree}.
\]
This is the Feynman-gauge value of the only terms of red and ver that diverge in the ultraviolet. It is not the change of the self-energy shift with \(Z\), which also contains irr and the terms with \(V_C\) inside the loop. The infrared logarithms, \(+(\alpha/\pi)V_{aa}\ln(1/\mu)\) in red and \(-(\alpha/\pi)V_{aa}\ln(1/\mu)\) in ver, come from the sum of these terms to all orders in \(V_C\). Free propagators at \(p_0=\varepsilon_a<1\) have no pole at zero photon momentum, so no finite order has such a logarithm; only the full sum contains the bound-state pole that produces it.

All numerical values are calculated from the stated model.
